\section*{Sum Rule for Frequency-Dependent Born Charges in Insulators with Local Potentials}

\section{Shaking a neutral crystal}

Let all the ions of an insulating crystal oscillate together, as one rigid framework. If the motion is slow, the electrons follow the ions, each neutral cell moves as a whole, and no electric polarization appears. If it is very fast, the electrons are too inert to follow. The ions then move through an almost stationary electron cloud, and the polarization is that of the bare ionic charge. The question is what happens between these limits, and which measurable property of the crystal controls it.

The response to moving one sublattice is its Born charge. At finite frequency $\omega$, let $Z_{\kappa,\alpha\beta}(\omega)$ be the cell dipole along $\alpha$ per unit displacement of sublattice $\kappa$ along $\beta$, with the other ions clamped and the macroscopic electric field held at zero. Hartree atomic units are used, with the electron mass $m$ kept visible; the electron charge is $-1$, and time dependence is $e^{-i\omega t}$. The cell has volume $\Omega$, $N$ electrons and ionic charges $Z^{\rm ion}_\kappa$ with $\sum_\kappa Z^{\rm ion}_\kappa=N$. The clamped-ion electronic susceptibility to the total macroscopic field is defined by $P_\alpha=\sum_\beta\chi_{\alpha\beta}E_\beta$, without a factor $4\pi$. The result is
\begin{equation}
\sum_\kappa Z_{\kappa,\alpha\beta}(\omega)=-m\Omega\omega^2\chi_{\alpha\beta}(\omega).
\label{rule}
\end{equation}
It holds for local ionic potentials, without spin--orbit coupling or a magnetic field, and for an electron--electron interaction that is unchanged by a common translation. The sum goes from $0$ to $N$ for a diagonal component, but it does not rise all the way along the real frequency axis: it first becomes negative. The monotonic rise takes place on the imaginary axis.

\section{First derivation: the frame of the ions}

Displace every ion by the same small $\mathbf u(t)$. In time-dependent Kohn--Sham theory each orbital obeys
\begin{equation}
i\partial_t\psi=\Big[\frac{\mathbf p^2}{2m}+V_{\rm ion}(\mathbf r-\mathbf u)+v_{\rm Hxc}[n](\mathbf r,t)\Big]\psi ,
\end{equation}
where $v_{\rm Hxc}$ is the Hartree plus exchange--correlation (xc) potential without a macroscopic field. Write $\psi(\mathbf r,t)=\varphi(\mathbf s,t)$ with $\mathbf s=\mathbf r-\mathbf u(t)$. The chain rule gives
\begin{equation}
i\partial_t\psi=i\partial_t\varphi-i\dot{\mathbf u}\cdot\nabla\varphi
=i\partial_t\varphi+\dot{\mathbf u}\cdot\mathbf p\,\varphi .
\end{equation}
The density is $n(\mathbf r,t)=n'(\mathbf s,t)$. Assume that the functional is covariant: if the density is carried along by $\mathbf u(t)$, so is its potential. An adiabatic functional has this property, because it depends on the density at one instant and has no preferred origin. Then
\begin{align}
i\partial_t\varphi&=\Big[\frac{\mathbf p^2}{2m}-\dot{\mathbf u}\cdot\mathbf p+V_{\rm ion}(\mathbf s)+v_{\rm Hxc}[n'](\mathbf s,t)\Big]\varphi\nonumber\\
&=\Big[\frac{(\mathbf p-m\dot{\mathbf u})^2}{2m}-\frac{m\dot{\mathbf u}^2}{2}+V_{\rm ion}+v_{\rm Hxc}[n']\Big]\varphi .
\end{align}
The term in $\dot{\mathbf u}^2$ is independent of position and changes only a phase. An electron of charge $-1$ in a uniform field has kinetic energy $(\mathbf p+\mathbf A)^2/2m$, with $\mathbf E=-\dot{\mathbf A}$ when the speed of light is absorbed in $\mathbf A$. Comparison gives
\begin{equation}
\mathbf A_{\rm eff}=-m\dot{\mathbf u},\qquad
\mathbf E_{\rm eff}=m\ddot{\mathbf u}=-m\omega^2\mathbf u .
\label{eeff}
\end{equation}
The force on an electron is $-\mathbf E_{\rm eff}=-m\ddot{\mathbf u}$, the inertial force of the accelerated frame. In that frame the ions are clamped and the field is uniform, which is the situation that defines $\chi$.

It remains to return to the laboratory dipole. Let $\mathbf p_{\rm tot}$ be the laboratory electron momentum per cell. For local potentials the velocity is $\mathbf p/m$, so the polarization current is
\begin{align}
\Omega\dot{\mathbf P}&=\sum_\kappa Z_\kappa^{\rm ion}\dot{\mathbf u}-\frac{\mathbf p_{\rm tot}}{m}
=N\dot{\mathbf u}-\Big(N\dot{\mathbf u}+\frac{\mathbf p_{\rm rel}}{m}\Big)
=-\frac{\mathbf p_{\rm rel}}{m},
\end{align}
where $\mathbf p_{\rm rel}=\mathbf p_{\rm tot}-Nm\dot{\mathbf u}$ is the momentum relative to the ions. Neutrality has removed the rigid motion. The last expression is the current driven by $\mathbf E_{\rm eff}$, namely $-i\omega\Omega\chi\mathbf E_{\rm eff}$. Dividing by $-i\omega$ and using Eq.~(\ref{eeff}),
\begin{equation}
\Omega P_\alpha=\Omega\sum_\beta\chi_{\alpha\beta}E_{{\rm eff},\beta}
=-m\Omega\omega^2\sum_\beta\chi_{\alpha\beta}u_\beta .
\end{equation}
To first order the dipoles from the separate sublattices add, so the coefficient of $u_\beta$ is $\sum_\kappa Z_{\kappa,\alpha\beta}$. This is Eq.~(\ref{rule}).

\section{Second derivation: momentum balance}

Now clamp the ions, apply a uniform field, and ask for the force on them. Treat the electrons as interacting particles with
\begin{equation}
H=\sum_i\Big[\frac{(\mathbf p_i+\mathbf A)^2}{2m}+V_{\rm ion}(\mathbf r_i)\Big]+\frac12\sum_{i\ne j}w(\mathbf r_i-\mathbf r_j).
\end{equation}
Let $\boldsymbol\pi$ be the expectation value of $\sum_i(\mathbf p_i+\mathbf A)$ per cell. Its explicit time derivative is $N\dot{\mathbf A}=-N\mathbf E$. Since $i[V,\mathbf p]=-\nabla V$, the commutator supplies the force from the ions, while the pair forces cancel:
\begin{equation}
\dot{\boldsymbol\pi}=-N\mathbf E-\int_\Omega n\nabla V_{\rm ion}\,d^3r .
\label{balance}
\end{equation}
The potential of ion $\kappa$ depends on $\mathbf r-\boldsymbol\tau_\kappa$, hence $\partial V_\kappa/\partial\boldsymbol\tau_\kappa=-\nabla V_\kappa$. The force on that sublattice is $Z^{\rm ion}_\kappa\mathbf E+\int n\nabla V_\kappa$, apart from ion--ion forces, which add to zero. With Eq.~(\ref{balance}) the total is
\begin{equation}
\mathbf F=N\mathbf E+\int_\Omega n\nabla V_{\rm ion}\,d^3r
=N\mathbf E-N\mathbf E-\dot{\boldsymbol\pi}=-\dot{\boldsymbol\pi}.
\label{force}
\end{equation}
What the ions gain, the electrons lose. The current is $\Omega\dot{\mathbf P}=-\boldsymbol\pi/m$, so $\boldsymbol\pi=-m\Omega\dot{\mathbf P}$ and
\begin{equation}
F_\beta=m\Omega\ddot P_\beta=-m\Omega\omega^2\sum_\alpha\chi_{\beta\alpha}E_\alpha .
\label{forcerule}
\end{equation}

If a Born charge is defined by force, $F_{\kappa,\beta}=\sum_\alpha E_\alpha Z_{\kappa,\alpha\beta}$, Eq.~(\ref{forcerule}) is the sum rule with $\chi_{\beta\alpha}$. Its equality with the dipole definition needs a reciprocity relation, which also gives the frequency dependence.

\section{Reciprocity and the shape of the sum}

With time-reversal symmetry and no spin--orbit coupling the orbitals of a large periodic crystal can be chosen real. Let $D$ be the diagonal matrix of orbital excitation energies. A uniform field moves $\mathbf k$ to $\mathbf k+\mathbf A(t)$. A filled band remains filled under this shift, so what counts is the mixing with empty states. If $u_v$ and $u_c$ are the periodic parts of a filled and an empty state, the amplitude $c$ of the latter obeys
\begin{equation}
i\dot c=\omega_{cv}c-i\dot{\mathbf A}\cdot\langle u_c|\partial_{\mathbf k}u_v\rangle
=\omega_{cv}c+\mathbf E\cdot\mathbf x_{cv},\quad
\mathbf x_{cv}=-\frac{i\mathbf p_{cv}}{m\omega_{cv}} .
\end{equation}
Thus the field acts through position elements that are finite in a crystal, and real for real orbitals.

For a real perturbation with vector of elements $b$, let $X$ and $Y$ be the amplitudes of the two frequency parts of the orbital response, and let $K$ be the real symmetric matrix of an adiabatic Hartree-xc kernel. Then
\begin{align}
(D-\omega)X+K(X+Y)&=-b,\nonumber\\
(D+\omega)Y+K(X+Y)&=-b .
\end{align}
Subtraction gives $D(X-Y)=\omega(X+Y)$. Addition, with $S=X+Y$, gives $(D+2K)S-\omega(X-Y)=-2b$, hence
\begin{equation}
(D+2K-\omega^2D^{-1})S=-2b .
\end{equation}
Put $S=D^{1/2}s$, multiply from the left by $D^{1/2}$, and define $C=D^{1/2}(D+2K)D^{1/2}$. The change of an observable with real elements $a$ is
\begin{equation}
\delta\langle a\rangle=a^TS=-2a^TD^{1/2}(C-\omega^2)^{-1}D^{1/2}b .
\end{equation}
Because $C$ is symmetric, $a$ and $b$ may be exchanged. Taking $a=x_\alpha$ and $b=\partial V_\kappa/\partial\tau_{\kappa\beta}$ shows that the dipole and force definitions agree; two position components show that $\chi_{\alpha\beta}=\chi_{\beta\alpha}$. For interacting many-electron states the same algebra holds with $K=0$ and $D$ the many-electron excitation energies.

For $a=b=x_\alpha$, let $w_n$ be the normalized eigenvectors of $C$ with eigenvalues $\omega_n^2$. The dipole is $-\langle x_\alpha\rangle$, so, per cell,
\begin{equation}
\Omega\chi_{\alpha\alpha}=\frac1m\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad
f_n=2m(w_n^TD^{1/2}x_\alpha)^2\ge0 .
\label{spectral}
\end{equation}
If the ground state is stable in the sense that $D+2K$ is positive, all $\omega_n^2$ are positive.

The total strength does not depend on $K$, because the $w_n$ are complete: $\sum_nf_n=2m\,x_\alpha^TDx_\alpha$. Its value follows from second-order perturbation theory in $\mathbf k$. For a band $v$,
\begin{equation}
\frac{\partial^2\varepsilon_v}{\partial k_\alpha^2}=\frac1m-\frac2{m^2}\sum_{j\ne v}\frac{|p_{\alpha,jv}|^2}{\varepsilon_j-\varepsilon_v}.
\end{equation}
Sum over filled states. Terms with $j$ also filled cancel in pairs, and the left side integrates to zero over a full zone because $\varepsilon_v$ is periodic. The rest says $(2/m)\sum|p_{\alpha,cv}|^2/\omega_{cv}=N$ per cell, that is, $\sum_nf_n=N$.

Inserting Eq.~(\ref{spectral}) in the sum rule gives
\begin{equation}
\sum_\kappa Z_{\kappa,\alpha\alpha}(\omega)=\sum_n\frac{f_n\omega^2}{\omega^2-\omega_n^2}.
\label{zshape}
\end{equation}
Below the lowest resonance every term is zero or negative, and for small $\omega$ the sum is $-m\Omega\omega^2\chi_{\alpha\alpha}(0)$. The sign has a mechanical meaning: seen from the ions, a driven oscillator below resonance yields in the direction of the inertial force. That force points along $\mathbf u$, so the electrons overshoot the ions and the dipole is opposite to $\mathbf u$. In the absorption region the sum is complex. Far above it the sum tends to $N$.

At $\omega=i\xi$, which describes a displacement growing as $e^{\xi t}$, Eq.~(\ref{zshape}) becomes
\begin{equation}
\sum_\kappa Z_{\kappa,\alpha\alpha}(i\xi)=\sum_n\frac{f_n\xi^2}{\xi^2+\omega_n^2},
\label{imag}
\end{equation}
and each term has derivative $2f_n\xi\omega_n^2/(\xi^2+\omega_n^2)^2\ge0$. This is the rise from $0$ to $N$. There is also an upper bound. With $y_n=\omega_n^{-2}$ each term is $f_n\xi^2y_n/(1+\xi^2y_n)$, a concave function of $y_n$. The mean of a concave function does not exceed its value at the mean, and the mean of $y_n$ with weights $f_n/N$ is $m\Omega\chi_{\alpha\alpha}(0)/N$. Therefore
\begin{equation}
\sum_\kappa Z_{\kappa,\alpha\alpha}(i\xi)\le\frac{N\xi^2}{\xi^2+\bar\omega^2},\qquad
\bar\omega^2=\frac{N}{m\Omega\chi_{\alpha\alpha}(0)} .
\label{bound}
\end{equation}

\section{The approach to the electron number}

At high frequency the field dominates the electron motion. From $m\ddot{\mathbf s}=-\mathbf E$ the cloud quivers rigidly by $\mathbf s=\mathbf E/(m\omega^2)$, and $\delta n=-\mathbf s\cdot\nabla n$. For a smooth ionic potential, the force on sublattice $\kappa$ is to this order
\begin{align}
F_{\kappa,\beta}&=Z^{\rm ion}_\kappa E_\beta-\sum_\alpha s_\alpha\int_\Omega(\partial_\alpha n)\,\partial_\beta V_\kappa\,d^3r\nonumber\\
&=Z^{\rm ion}_\kappa E_\beta+\frac1{m\omega^2}\sum_\alpha E_\alpha\int_\Omega n\,\partial_\alpha\partial_\beta V_\kappa\,d^3r ,
\end{align}
after integration by parts. Each Born charge thus tends to its ionic charge, and
\begin{equation}
\sum_\kappa Z_{\kappa,\alpha\alpha}=N+\frac1{m\omega^2}\int_\Omega n\,\partial_\alpha^2V_{\rm ion}\,d^3r+\cdots .
\label{tail}
\end{equation}
Expanding Eq.~(\ref{zshape}) identifies the coefficient of $\omega^{-2}$ as $\sum_nf_n\omega_n^2>0$. The limit is therefore reached from above on the real axis and from below on the imaginary axis. Here $N$ counts the electrons treated explicitly; if a core is frozen into a local potential, it is the valence number.

\section{A crystal in one dimension}

A model with round parameters illustrates these relations. It is driven at electronic frequencies, where the effects are large. At lattice-vibration frequencies the sum is small: the model below gives about $-2\times10^{-5}$ at $500$ cm$^{-1}$, and for silicon, with $\Omega\approx270$ bohr$^3$, $\chi=(\varepsilon_\infty-1)/4\pi$, $\varepsilon_\infty\approx11.7$ and $\omega\approx520$ cm$^{-1}$, Eq.~(\ref{rule}) gives about $-1.3\times10^{-3}$. The cell length is $6$ bohr. Ions of charge $1$ at $0$ and $2.4$ bohr carry Gaussian wells $-D_\kappa e^{-(x-\tau_\kappa)^2/2\sigma^2}$ with $D_1=2$, $D_2=1$ hartree and $\sigma=0.8$ bohr. The two electrons per cell repel through $0.3\,e^{-x^2/2}$ and feel the model xc potential $-0.4\,n/(1+n)$, both in atomic units. The Kohn--Sham equations were solved self-consistently with 35 plane waves at 24 $k$ points; the Kohn--Sham gap on this mesh is $0.560$ hartree ($15.2$ eV), a slight overestimate because the mesh omits the zone boundary, where the band edges lie. Charges and susceptibility were obtained separately, from displaced ions and from a uniform field, by sums over states with the induced Hartree-xc potential solved linearly.

On the imaginary axis the charges are:
\begin{center}
\begin{tabular}{rrrr}
$\xi$ (hartree) & $Z_1$ & $Z_2$ & $Z_1+Z_2$\\
0 & $-1.599$ & 1.599 & 0.000\\
0.5 & $-0.823$ & 1.409 & 0.586\\
1 & $-0.053$ & 1.226 & 1.173\\
2 & 0.565 & 1.086 & 1.651\\
5 & 0.908 & 1.016 & 1.924\\
40 & 0.998 & 1.000 & 1.999
\end{tabular}
\end{center}
The value of $m\Omega\xi^2\chi(i\xi)$ agrees with the last column to all digits shown. The static $Z_1$ means that the electronic position sum moves by $1+1.599=2.599$ bohr per bohr of displacement of ion 1. This is more than the $2$ that two electrons carried rigidly by that ion would give.

The static cell polarizability is $\Omega\chi(0)=3.693$ atomic units, so $\bar\omega^2=2/3.693=0.542$ and $\bar\omega=0.736$ hartree. At $\xi=1$ the bound (\ref{bound}) is $2/(1+0.542)=1.297$, above the computed $1.173$. The difference reflects the spread of oscillator strength over several frequencies, since a single frequency would turn the bound into an equality.

On the real axis, at half the gap, $\omega=0.2798$ hartree, the charges are $-2.075$ and $1.717$. Their sum is $-0.358$, equal to $-m\Omega\omega^2\chi(\omega)$. The static susceptibility alone would give $-0.2798^2\times3.693=-0.289$; the larger magnitude follows from the denominators in Eq.~(\ref{spectral}), which shrink as the resonance is approached.

For the tail, the ground-state density gives $\int nV_{\rm ion}''\,dx=2.123$. Equation~(\ref{tail}) predicts $2+2.123/400=2.0053$ at $\omega=20$ hartree, where the response calculation gives $2.0054$. At $\xi=40$ hartree the sign of $\omega^2$ is reversed: the prediction is $2-2.123/1600=1.9987$, and the computed sum is $1.9987$.

\section{What each derivation assumes}

Both derivations use neutrality, a uniform field and a velocity equal to $\mathbf p/m$. They place the demand on the electron--electron interaction differently. The first requires the potential to follow a density carried along by an accelerated frame. The second requires the electrons to exert no net force on themselves. For interacting particles this is the cancellation of pair forces; in Kohn--Sham theory it must be supplied as $\int n\nabla v_{\rm Hxc}=0$. An adiabatic potential derived from a translation-invariant energy satisfies both. A local kernel $f_{\rm xc}(\mathbf r,\omega)\delta(\mathbf r-\mathbf r')$ that depends on frequency does not: rigid motion requires $f_{\rm xc}\nabla n=\nabla v_{\rm xc}$, whose right side is independent of $\omega$.

The induced potential is essential even at zero frequency. Without it, the electrons feel the moving ions but not the accompanying motion of $v_{\rm Hxc}$. In the model the static sum then becomes $-0.217$ instead of zero.

The first derivation gives the dipole charges directly and does not use time reversal. The second gives the forces and needs reciprocity to reach the same charges. In return, it shows what survives when the potential is nonlocal. Equation~(\ref{force}), the balance of momentum, still holds when the force operator is the commutator of momentum with that potential. But the velocity acquires the extra term $i[V_{\rm nl},\mathbf r]$, so $\boldsymbol\pi\ne-m\Omega\dot{\mathbf P}$, and the link to $\chi$ is lost.

To see the size of this, add to ion 1 the separable potential $-|g\rangle\langle g|$, in atomic units, where $g$ is a normalized-area Gaussian of width $0.7$ bohr, and repeat the self-consistent calculation. At $\xi=2$ hartree the charges sum to $1.362$, whereas $m\Omega\xi^2\chi$ is $1.670$. At $\xi=40$ hartree the numbers are $1.997$ and $2.470$. The charge sum still approaches the electron number, as the momentum balance requires when the field dominates. The susceptibility expression does not, because the immediate change of velocity with $\mathbf A$ is no longer $1/m$ per electron.

Finally, neither derivation itself uses the gap; the gap fixes the zero at low frequency. In a clean metal the zone integral of $\partial^2\varepsilon/\partial k^2$ covers partly filled bands and need not vanish. If it leaves $\sum_nf_n=N-N_D$, the missing strength responds as $N_D$ free electrons and adds $-N_D/(m\omega^2)$ to $\Omega\chi$. Multiplication by $-m\omega^2$ then leaves $N_D$, not zero, as the low-frequency charge sum.
